Fast-Proton Capture from Hydrogen in the Oppenheimer-Brinkman-Kramers Model, part 2

A fast proton passes a hydrogen atom and captures its electron, from the 1s state of one proton to the 1s state of the other. The question is how the capture probability falls with the proton's speed v. Hartree atomic units apply unless another unit is written: the electron mass, the elementary charge and ħ equal one, with lengths in Bohr radii a0. The target proton rests at the origin, and the projectile follows

R(t) = b + vt,  b·v = 0,

where b is the impact parameter vector. The electron is at r from the target and s = r − R from the projectile; the same letters denote lengths. With the proton repulsion 1/R left out, the electron's Hamiltonian is

H = −½∇² − 1/r − 1/s.

The initial and final states are

χ_i = φ(r) exp(−iεt),  φ(r) = exp(−r)/√π,  ε = −½,

χ_f = φ(s) exp(iv·r − iv²t/2 − iεt).

The first-order Oppenheimer-Brinkman-Kramers (OBK) amplitude is

a(b) = −i∫dt∫d³r φ(s)(−1/s)φ(r) exp(−iv·r + iv²t/2).

In momentum space it contains W~, the transform of W(s) = −φ(s)/s, and requires the electron's momentum in the target along v to be p_z = v/2. With c² = 1 + v²/4, the capture probability P(b) = |a(b)|² and the cross section σ satisfy

P(0) = 16/(v²c⁸),

σ = 256π/(5v²c¹⁰) = 2¹⁸π/[5v²(v² + 4)⁵],

v¹²σ → 2¹⁸π/5 as v → ∞.

P(0) reaches one at 60.4 keV, and the capture region has a radius of order 1/c.

The amplitude can also be evaluated directly in position space, using the coordinates ξ = (r + s)/R and η = (r − s)/R, with 1 ≤ ξ < ∞ and −1 ≤ η ≤ 1, and the azimuth about the line joining the protons. The volume element, after division by the azimuthal increment, is (R/2)³(ξ² − η²)dξdη. Furthermore, φ(r)φ(s) = exp(−Rξ)/π and 1/s = 2/[R(ξ − η)].

Measured from the midpoint, the electron lies Rξη/2 along the line of the protons and (R/2)√[(ξ² − 1)(1 − η²)] away from it. The velocity has components v²t/R along this line and vb/R across it. The phase due to the midpoint, −v²t/2, cancels the +v²t/2 in the amplitude. The azimuthal integral gives 2πJ₀, where J₀ is the Bessel function of order zero. The capture matrix element is then

h = −½R²∫dξ∫dη (ξ + η) exp(−Rξ) exp(−iv²tξη/2) J₀(w),

w = (vb/2)√[(ξ² − 1)(1 − η²)].

Integrating h over time, squaring, and integrating over the impact plane gives 1.253496 a0² for a 100 keV proton and 3.205509 × 10⁻³ a0² for 400 keV. The closed formula gives the same printed values. This confirms the evaluation of the OBK integral, not the physical accuracy of the OBK approximation.

The approach to the twelfth power follows from the logarithm of the cross section:

ln σ = constant − 2 ln v − 5 ln(v² + 4).

Differentiation with respect to ln v gives the local exponent

d ln σ/d ln v = −2 − 10v²/(v² + 4) = −12 + 40/(v² + 4).

The correction to −12 disappears slowly. At v = 4 the exponent is −10. It differs from −12 by one per cent, and so equals −11.88, at v = 18.1, corresponding to 8.23 MeV by the nonrelativistic relation between energy and speed (8.34 MeV by the relativistic one). A separate calculation using numerical transforms of the radial orbitals gives exponents of −9.9998 at v = 4 and −11.9840 at v = 50. At v = 60 it gives v¹²σ = 1.638 × 10⁵, about 0.6 per cent below the limiting constant, as the factor (1 + 4/v²)⁻⁵ predicts. These highest speeds examine the mathematical limit of a nonrelativistic model; they are not recommended conditions for its use.

For selected proton energies the formula gives:

25 keV: σ = 1.47 × 10⁻¹⁵ cm², exponent −4.00
100 keV: σ = 3.51 × 10⁻¹⁷ cm², exponent −7.00
400 keV: σ = 8.98 × 10⁻²⁰ cm², exponent −10.00
1600 keV: σ = 4.94 × 10⁻²³ cm², exponent −11.41
6400 keV: σ = 1.51 × 10⁻²⁶ cm², exponent −11.85

The first entry lies below the energy at which P(0) reaches one and shows the failed formula, not a usable estimate. The speeds come from the nonrelativistic relation E = ½Mv². With the relativistic speed at the same energy, the formula gives values higher by 0.3 per cent at 400 keV, 1.5 per cent at 1600 keV and 6 per cent at 6400 keV.

Consider protons of 400 keV crossing 3 m of gas at 1.0 × 10⁻⁵ Torr and 300 K. The gas is represented by free hydrogen atoms. The proton speed from v = √(2E/M), with energy E and proton mass M in atomic units, is 4.00143. Thus

c² = 1 + (4.00143)²/4 = 5.00286,

σ = 256π/[5(4.00143)²(5.00286)⁵]
= 3.206 × 10⁻³ a0²
= 8.98 × 10⁻²⁰ cm².

The ideal-gas relation n = pressure/(k_B T) gives n = 3.22 × 10¹¹ atoms/cm³. For a path L = 300 cm, the probability of one capture into 1s is nσL when this product is small:

nσL = (3.22 × 10¹¹ cm⁻³)(8.98 × 10⁻²⁰ cm²)(300 cm)
= 8.7 × 10⁻⁶.

At 100 keV, with the gas and path held fixed, the result is 3.4 × 10⁻³. The fourfold rise in energy doubles the speed and reduces the cross section by a factor of about 390. A pure inverse twelfth power would reduce it by 2¹² = 4096. Used with its limiting constant, the bare power law gives 3.05 times the full OBK value at 400 keV and 31.9 times at 100 keV. Neither energy is in the asymptotic regime.

The larger question is whether the OBK value itself can be trusted. The states χ_i and χ_f are not orthogonal while the protons are close. Define

S = ⟨χ_f|χ_i⟩,
h = ⟨χ_f|(−1/s)|χ_i⟩,
U = ⟨χ_i|(−1/s)|χ_i⟩.

Part of h then describes a shift in the energy of the initial state, seen through its overlap with the final state, and not a transition. To separate the two, let Ψ = Aχ_i + Bχ_f. The initial state fails to solve the full equation by the term (−1/s)χ_i, and the final state by (−1/r)χ_f. An exact solution of this form would require

iȦχ_i + iḂχ_f = A(−1/s)χ_i + B(−1/r)χ_f,

where a dot denotes a time derivative. Two states alone cannot satisfy this equation at every r. The two-state approximation requires only that its projections on χ_i and χ_f hold. Reflection through the midpoint exchanges the two protons and reverses the electron coordinate measured from that point. It shows that S is real, that ⟨χ_f|(−1/r)|χ_f⟩ = U, and that ⟨χ_i|(−1/r)|χ_f⟩ = h. Projection on the two states therefore gives

iȦ + iSḂ = AU + Bh,
iSȦ + iḂ = Ah + BU.

Subtract S times the first equation from the second:

i(1 − S²)Ḃ = A(h − SU) + B(U − Sh).

Subtracting S times the second from the first gives the companion equation

i(1 − S²)Ȧ = A(U − Sh) + B(h − SU).

The coefficient (U − Sh)/(1 − S²) is common to both amplitudes. It produces a common factor, which can be removed. Reversing the sign of t changes h to its complex conjugate, while U and S stay the same, so any imaginary part of this coefficient is odd in time and integrates to zero. The common factor therefore ends with modulus one. To first order in the remaining coupling,

a_orth = −i∫dt (h − SU)/(1 − S²).

The static attraction U follows from the spherical 1s charge distribution. Its radial density is 4r²exp(−2r). The part inside R acts as if at the centre, and each shell outside R contributes the inverse of its own radius:

−U = (1/R)∫₀^R 4r²exp(−2r)dr + ∫_R^∞ 4r exp(−2r)dr.

The integrals are 1 − exp(−2R)(1 + 2R + 2R²) and exp(−2R)(1 + 2R), respectively, giving

U = −1/R + exp(−2R)(1 + 1/R).

The orthogonalised cross section is 0.53 of the OBK value at 400 keV and 0.29 at 100 keV. Solving the two coupled equations without the first-order step leaves these digits unchanged; at 100 keV the ratio moves from 0.290 to 0.288. At these energies the OBK value is thus larger by factors of 1.9 and 3.4 than this first-order two-state result. The comparison measures the effect of overlap within the two-state description. It does not turn the orthogonalised result into a full solution, since other bound states and the continuum remain absent.

The proton-proton repulsion gives a related warning. It adds a term f = 1/R to the Hamiltonian and should leave the capture probability unchanged. In the orthogonalised coupling, h becomes h + fS and U becomes U + f, so h − SU is unchanged. In the simple first-order amplitude, h becomes h + S/R and the result does change. The resulting cross section is 0.285 of the OBK value at 400 keV and 0.184 at 100 keV. This large difference shows that a first-order amplitude between overlapping states depends on a term that cannot affect the exact result; it is not an effect of proton repulsion. The weakness belongs to the OBK amplitude as much as to the one with 1/R, and the comparison does not make OBK the better of the two. Since U tends to −1/R at large R, h − SU approaches h + S/R there. The 1/R term cancels the long-range attraction whose phase ∫U dt grows logarithmically along the path and is absent from χ_i and χ_f.

Capture into excited states is a separate omission. If the final electronic energy exceeds the initial one by Δ, the phase gains iΔt. The time integral then requires vp_z − v²/2 + Δ = 0, or p_z = v/2 − Δ/v. For capture into n = 2, Δ = 3/8. With both its s and p states included, the OBK cross section for n = 2 is 0.18 of the 1s value at 400 keV and 0.32 at 100 keV. Summed over the shells from n = 1 to n = 60, the OBK total is 1.31 times the 1s value at 400 keV and 1.56 times at 100 keV.

At high speed this ratio approaches 1/8. The tail of W~ for an s state is set by the orbital's value at its nucleus, and |φ_ns(0)|² = 1/(πn³). A p orbital vanishes there, which costs another power of momentum in the amplitude. At v = 60 the calculated ratio is 0.1253, close to this limit.

Several smaller effects can be sized for the 400 keV case. The speed is 0.029 of the speed of light, whose square is less than 0.001; because the cross section falls so steeply, the relativistic relation between energy and speed alone still raises it by 0.3 per cent. The electron's transverse momentum is of order c, so the corresponding deflection of the projectile is of order c/(Mv) = 3.0 × 10⁻⁴ rad. The repulsive impulse from the target proton at b = 1/c is 2/(bv) = 2c/v, and its deflection is about half that size at this speed. These figures support the straight path for the total capture probability, though they do not describe the angular distribution.

For an implanter, proton energies of 100 to 400 keV and metre-scale paths are realistic in rough terms. A pressure of 10⁻⁵ Torr is a deliberately simple value for a gas-loaded beam line; a cleaner line has a lower pressure, and the neutralised fraction falls in proportion at fixed temperature and path. The atomic gas is a major simplification. Residual hydrogen is normally molecular. Treating each molecule as two independent atoms would double the fraction at the same molecular density, but this neglects the molecular orbital and interference between the two centres. Water vapour, nitrogen and gases released by a wafer need their own cross sections. The present number is no estimate for them, and the size of that change has not been computed.

Applying the orthogonalised ratios to the same atomic gas changes the 1s neutralised fraction from 8.7 × 10⁻⁶ to 4.6 × 10⁻⁶ at 400 keV, and from 3.4 × 10⁻³ to about 1.0 × 10⁻³ at 100 keV. A neutral may also lose its electron later. If πa0² is taken as a rough scale for that cross section, the probability over the whole path is 0.0085, so such losses would make a small correction to the neutral fraction. A different loss cross section changes this estimate in proportion. Neutrals formed before the last bending magnet leave the charged beam; those formed after it can still reach the wafer, where a charge measurement does not count them in the usual way.

One omission bears directly on the limiting power. In first order, the large momentum must come from the tails of the two orbitals. In higher order, the electron can be scattered more than once, and successive deflections can help it to match the projectile's velocity. That contribution may fall with speed in a different way and has not been sized here. Capture accompanied by emission of a photon is also absent. The inverse twelfth power is therefore established as the high-speed limit of the nonrelativistic OBK cross section, not as the ultimate capture law for protons. The numerical output that follows gives the values used in these comparisons.

Computed values

```
Gas pressure = 1.0e-05 Torr
Gas temperature = 300 K
Path length = 3.0 m
Gas density = 3.2188e+11 atoms/cm^3
Limit of v^12 sigma = 164709.9 a.u.
Numerical v^12 sigma at v=60 = 163797.9 a.u.
Numerical exponent at v=4 a.u. = -9.9998
Numerical exponent at v=50 a.u. = -11.9840
High-speed n=2 to 1s ratio (v=60) = 0.12526
--- Proton energy = 100 keV ---
Speed = 2.00072 a.u.; v/2 = 1.00036 a.u.
c^2 = 2.00072 a.u.
OBK probability at b=0 = 0.24946
OBK sigma, formula = 1.253496e+00 a0^2
OBK sigma, real-space = 1.253496e+00 a0^2
OBK sigma = 3.5101e-17 cm^2
Neutralised fraction = 3.3896e-03
Bare v^-12 law / OBK = 31.9429
First order with 1/R / OBK = 0.1837
Orthogonalised / OBK = 0.2902
n=2 capture / 1s capture = 0.3171
v/speed of light = 0.01460
Deflection scale c/(M v) = 3.850e-04 rad
--- Proton energy = 400 keV ---
Speed = 4.00143 a.u.; v/2 = 2.00072 a.u.
c^2 = 5.00286 a.u.
OBK probability at b=0 = 0.00160
OBK sigma, formula = 3.205509e-03 a0^2
OBK sigma, real-space = 3.205509e-03 a0^2
OBK sigma = 8.9763e-20 cm^2
Neutralised fraction = 8.6680e-06
Bare v^-12 law / OBK = 3.0496
First order with 1/R / OBK = 0.2850
Orthogonalised / OBK = 0.5298
n=2 capture / 1s capture = 0.1828
v/speed of light = 0.02920
Deflection scale c/(M v) = 3.044e-04 rad
Geometric later-loss probability = 8.4952e-03
OBK P(0)=1 at v = 1.5545 a.u. = 60.37 keV
Exponent -11.88 at v = 18.148 a.u.
Its proton energy = 8.227 MeV
Energy (keV) | speed (a.u.) | sigma (cm^2) | exponent
25 | 1.0004 | 1.4738e-15 | -4.0011
100 | 2.0007 | 3.5101e-17 | -7.0018
400 | 4.0014 | 8.9763e-20 | -10.0011
1600 | 8.0029 | 4.9366e-23 | -11.4122
6400 | 16.0057 | 1.5100e-26 | -11.8463
```
